# Manninen's Screened-Poisson Iteration as Kerker Mixing of the Electrostatic Potential, part 2

The Manninen iteration seeks a self-consistent electrostatic potential for electrons in a positive background $n_+$. How fast it converges depends on the wave number $k$. Hartree atomic units are used, and $z$ is normal to the surface. An electron has electrostatic potential energy $v$, $n[v]$ is the electron density it produces, $\rho=n-n_+$, and $L=-d^2/dz^2$. In a neutral periodic cell, each step solves the screened equation

$$
(L+k^2)v_{\rm new}=4\pi\left(n[v_{\rm old}]-n_+\right)+k^2v_{\rm old}. \tag{1}
$$

With the Poisson output defined by $Lv_{\rm out}=4\pi\rho$, where $n=n[v_{\rm old}]$, this is exactly Kerker mixing with unit parameter: the Fourier component $G$ of the residual $v_{\rm out}-v_{\rm old}$ is multiplied by the Kerker factor $G^2/(G^2+k^2)$ and added to $v_{\rm old}$. For a single surface on the infinite line, one step leaves the far limits of the potential unchanged.

Let $e$ be a small error in $v_{\rm old}$, with zero cell average, and let $Q=-4\pi\,\delta n/\delta v$, which is symmetric and non-negative. Other potentials are held fixed until exchange and correlation are considered at the end. Then

$$
(L+k^2)e_{\rm new}=(k^2-Q)e,
\qquad J=(L+k^2)^{-1}(k^2-Q). \tag{6}
$$

An eigenvalue $\lambda$ of $J$, with angle brackets for expectation values in its normalized eigenfunction, satisfies

$$
1-\lambda=\frac{\langle L\rangle+\langle Q\rangle}{\langle L\rangle+k^2},
\qquad
1+\lambda=\frac{\langle L\rangle+2k^2-\langle Q\rangle}{\langle L\rangle+k^2}. \tag{7}
$$

Small errors decay if

$$
k^2>\tfrac12\,\lambda_{\max}(Q-L), \tag{8}
$$

where $\lambda_{\max}$ is the largest eigenvalue on functions of zero average.

In the 44 bohr cell used below, the lowest nonzero wave number is $G_1=2\pi/44=0.1428$ bohr$^{-1}$. Starting from $v=0$ with $k=0.8$ bohr$^{-1}$, the first step gives coefficients at $G_1$ of 0.04496 hartree in $v_{\rm out}$ and 0.001388 hartree in $v_{\rm new}$.

The final table also lists two earlier checks: one step on the infinite line with $k=0.8$ bohr$^{-1}$, and the difference between inserting fresh exchange unmixed and Kerker mixing the full effective potential.

### The uniform gas

For a uniform Thomas-Fermi gas with chemical potential $\mu$,

$$
n=\frac{[2(\mu-v)]^{3/2}}{3\pi^2},\qquad
\frac{dn}{dv}=-\frac{[2(\mu-v)]^{1/2}}{\pi^2}=-\frac{k_F}{\pi^2}.
$$

The last form is evaluated at $v=0$, where $k_F=\sqrt{2\mu}$. For $G\ne0$, $Q=4k_F/\pi=k_{\rm TF}^2$, and (6) becomes

$$
J(G)=\frac{k^2-k_{\rm TF}^2}{G^2+k^2}. \tag{9}
$$

Within this model, $k=k_{\rm TF}$ removes the linear error in one step. If $k$ is smaller, the iteration overcorrects and $J$ is negative. The condition $J>-1$ is $k_{\rm TF}^2<G^2+2k^2$. To hold for every nonzero $G$ in an arbitrarily large system, it requires $k\ge k_{\rm TF}/\sqrt2$.

For $r_s=4$ bohr, the density is $\bar n=3/(4\pi r_s^3)=0.00373$ bohr$^{-3}$. Then $k_F=(3\pi^2\bar n)^{1/3}=0.4798$ bohr$^{-1}$ and $k_{\rm TF}^2=0.6109$ bohr$^{-2}$. At $G_1=0.1428$ bohr$^{-1}$ two choices of $k$ give

$$
J=\frac{0.25-0.6109}{0.0204+0.25}=-1.335\quad(k=0.5),
$$

$$
J=\frac{0.64-0.6109}{0.0204+0.64}=0.044\quad(k=0.8),
$$

with $k$ in bohr$^{-1}$. Steps made with the full nonlinear density formula and a small wave reproduce both factors. With the first choice a small error grows, changing sign at each step, so the iteration moves away from the solution. The second removes about 96% of the error per step.

### A slab held by a fixed well

The slab has $r_s=4$ bohr and thickness $D=28$ bohr, in a cell of 44 bohr. Exchange and correlation are left out. A fixed well takes their place in holding the electrons:

$$
v_{\rm well}(z)=-\frac{0.15}{2}\left[\tanh(z+14)-\tanh(z-14)\right]\ \text{hartree},
$$

with $z$ in bohr. This is a model, and its barrier is not a prediction for a metal.

The motion along $z$ gives levels $\varepsilon_i$ and normalized functions $\psi_i$ in the potential $v+v_{\rm well}$. Motion parallel to the surface is free. With two spins, a disc of radius $p$ in the parallel wave-vector plane holds $2\pi p^2/(2\pi)^2=p^2/2\pi$ electrons per unit area. Since $p^2/2=\mu-\varepsilon_i$,

$$
n(z)=\sum_{\varepsilon_i<\mu}\frac{\mu-\varepsilon_i}{\pi}|\psi_i(z)|^2,
\qquad
\sum_{\varepsilon_i<\mu}\frac{\mu-\varepsilon_i}{\pi}=\bar nD .
$$

The second equation fixes $\mu$ by neutrality. Dispersion of the levels along $z$ between periodic slab images is neglected.

The calculation was run twice from $v=0$ with $k=0.8$ bohr$^{-1}$. One run solved the screened equation by real-space integration with its periodic Green function. The other solved Poisson's equation and applied the Kerker factor. Each run used its own densities throughout. Both needed 181 steps to bring the largest change in $v$ below $10^{-10}$ hartree, and the two histories never differed by more than $6\times10^{-14}$ hartree.

Define the barrier as $v$ at the vacuum centre minus $v$ at the slab centre. On a grid of 99 points, whose point nearest the vacuum centre lies 0.22 bohr from it, the barrier develops as follows. Digits below about $10^{-5}$ hartree depend on the grid.

| Step | Barrier (hartree) |
|---:|---:|
| 1 | −0.002704 |
| 5 | −0.000154 |
| 20 | 0.006283 |
| 80 | 0.008586 |
| converged | 0.008596 |

The converged value is 0.234 eV. It belongs to this cell with the dispersion along $z$ neglected. Including that dispersion raises it by about $7\times10^{-5}$ hartree, to 0.236 eV, and widening the cell to 52 bohr raises it by about $1.4\times10^{-4}$ hartree, to 0.238 eV. The barrier starts with the wrong sign. The first Poisson output has a positive coefficient at $G_1$, and $\rho_G=G^2v_{{\rm out},G}/4\pi$ has the same sign. On balance, the first electron density is thus shifted towards the slab centre relative to the background, even though some electrons spill out beyond the slab edges. The components at $\pm G_1$ together contribute $2(0.001388)\cos(G_1z)$ to the new potential, or about $-4(0.001388)=-0.0056$ hartree to the barrier. The remaining components reduce this to $-0.0027$ hartree.

### Why the slab converges slowly

The uniform-gas factor at $k=0.8$ bohr$^{-1}$ is 0.044, but at late stages each step still leaves a fraction 0.9146 of the slab error. The same factor follows from a Jacobian built from finite differences of the density, restricted to errors symmetric about the slab centre, as in the run. The slow rate is therefore a property of the linear operator $J$.

Where there are almost no electrons, $Q$ has little effect. Equation (6) then reads $\lambda(-e''+k^2e)=k^2e$, so a wave with wave number $q$ has

$$
\lambda=\frac{k^2}{q^2+k^2}. \tag{10}
$$

The screening term that helps in the metal has nothing to screen in vacuum. It holds back a correction that Poisson's equation alone would make in full.

An idealized slab gives an estimate of $q$. Let the vacuum have width $W$, with coordinate $s$ measured from its centre, and take $e=A\cos qs$ there. Treat the metal as a conductor with sharp edges, so that $e$ is constant inside it. Continuity gives the value $A\cos\theta$ in the metal, where $\theta=qW/2$. The average over the cell must vanish:

$$
\frac{2A}{q}\sin\theta+DA\cos\theta=0
\quad\Longrightarrow\quad
\tan\theta=-\frac{D}{W}\,\theta .
$$

The smallest positive solution lies between $\pi/2$ and $\pi$. For $D=28$ bohr and $W=44-28=16$ bohr it is $\theta=1.868$. Then $q=2\theta/W=0.2335$ bohr$^{-1}$, and (10) gives $\lambda=0.64/(0.0545+0.64)=0.92$, against 0.915 from the run. The estimated ratio of the error at the vacuum centre to that at the slab centre has magnitude $1/|\cos\theta|=3.4$. The last computed change has a ratio of 3.2. The estimate ignores the spill-out of electrons and the penetration of the error into the metal, so closer agreement should not be expected of it.

Widening the cell to 52 bohr makes $W=24$ bohr. The estimate becomes $\theta=1.980$, $q=0.165$ bohr$^{-1}$ and $\lambda=0.96$. The run gives 0.956 and needs 345 steps. Adding 8 bohr of vacuum has nearly doubled the number of steps, with the metal and $k$ unchanged.

This is the periodic counterpart of the result for a single surface, where one step could not alter the far limits of the potential. The correction must work its way through the vacuum.

### The lower limit on $k$

The largest eigenvalue of $Q$ for the slab is 0.620 bohr$^{-2}$. Since $L$ is non-negative, $\lambda_{\max}(Q-L)$ cannot exceed it, and (8) is satisfied whenever $k>\sqrt{0.620/2}=0.557$ bohr$^{-1}$. This is a sufficient condition. Diagonalizing $Q-L$ gives the actual limit,

$$
k_{\rm crit}=0.536\ \text{bohr}^{-1}.
$$

The uniform gas of unlimited size has the limit $k_{\rm TF}/\sqrt2=0.553$ bohr$^{-1}$. At the longest wave of the 44 bohr cell, the uniform-gas condition is weaker, $k>\sqrt{(0.6109-0.0204)/2}=0.543$ bohr$^{-1}$. The slab's own limit is lower still, and the uniform-gas formula does not predict it.

The limit was tested with the nonlinear iteration, started from the converged potential plus a disturbance of $10^{-5}$ hartree along the critical direction. With $k=0.9k_{\rm crit}$, the disturbance grew by a factor of 61 in 12 steps. With $k=1.1k_{\rm crit}$, it fell to 0.011 of its initial size. Without the preconditioner, which means taking the whole Poisson output, a single step multiplied it by 24. For comparison, the uniform gas at $G_1$ would give a factor of magnitude $k_{\rm TF}^2/G_1^2=0.6109/0.0204\approx30$.

### Choosing $k$ and deciding when to stop

A large $k$ is safe against overcorrection but slow. To see this in general, consider $1-\lambda$ in (7). For any fixed trial function it decreases as $k$ increases. Its minimum over trial functions, which sets the slowest positive eigenvalue, therefore decreases too. Raising $k$ always brings that eigenvalue closer to one.

A smaller value than 0.8 bohr$^{-1}$ should thus help this slab, provided it stays safely above $k_{\rm crit}$. At $k=0.6$ bohr$^{-1}$, the idealized vacuum estimate is $0.36/(0.0545+0.36)=0.87$, while the uniform-gas factor at $G_1$ is $(0.36-0.6109)/(0.0204+0.36)=-0.66$. Both have magnitude below that of the vacuum factor at 0.8. These are estimates; no complete run at 0.6 was made.

The size of a step is a poor measure of the remaining error. If the late changes shrink by a constant factor $\lambda$ and the last change is $d$, the changes still to come add up to

$$
\lambda d+\lambda^2d+\cdots=\frac{\lambda}{1-\lambda}\,d .
$$

For $\lambda=0.9146$ the multiplier is $0.9146/0.0854=10.7$. A change of $10^{-10}$ hartree leaves an error of about $10^{-9}$ hartree. In the wider cell the multiplier is $0.9565/0.0435=22$.

The unfiltered residual $v_{\rm out}-v_{\rm old}$ is a useful second check. At $G_1$ the step contains only 0.031 of it, so a small step can hide a residual 32 times larger. A code that solves only the screened equation can recover the residual, apart from its constant, by dividing each Fourier component of the step by $G^2/(G^2+k^2)$.

### Unmixed exchange-correlation can set its own limit

If the exchange-correlation potential is refreshed at every step without mixing, its error $y$ is a second variable. The density then responds to $e+y$, so $\delta n=-Q(e+y)/4\pi$. Let $K=dx/dn$ be the derivative of a local exchange-correlation potential $x(n)$, and set $\kappa=KQ/4\pi$. For a uniform gas,

$$
e_{\rm new}=\frac{(k^2-Q)e-Qy}{G^2+k^2},\qquad
y_{\rm new}=-\kappa(e+y).
$$

The product of the two eigenvalues is the determinant of this linear map:

$$
\lambda_1\lambda_2
=\frac{-\kappa(k^2-Q)-\kappa Q}{G^2+k^2}
=-\frac{\kappa k^2}{G^2+k^2}.
$$

As $G\to0$ it tends to $-\kappa$, whatever the value of $k$. For local exchange, $x=-k_F/\pi$. From $n=k_F^3/3\pi^2$ one has $dk_F/dn=\pi^2/k_F^2$, so $K=-\pi/k_F^2$. With the Thomas-Fermi value $Q=4k_F/\pi$,

$$
-\kappa=\frac{\pi}{k_F^2}\,\frac{k_F}{\pi^2}=\frac{1}{\pi k_F}.
$$

At $r_s=4$ bohr this is $1/(\pi\times0.4798)=0.66$. In the limit $G\to0$, at least one eigenvalue then has magnitude no smaller than $\sqrt{0.66}=0.81$, even for $k=k_{\rm TF}$. At finite $G$ this lower bound is reduced by the factor $k/\sqrt{G^2+k^2}$. When $k_F<1/\pi$ bohr$^{-1}$, which means $r_s$ above about 6 bohr, the product exceeds one. In this exchange-only, uniform-gas model, the scheme with unmixed exchange then diverges at sufficiently long wavelengths for every $k$.

Kerker mixing of the full effective potential behaves differently there. For an error $e$ in that potential, the output error is $-(Q/G^2+\kappa)e$. The mixed error is

$$
e_{\rm new}=e-\frac{G^2}{G^2+k^2}\left(1+\frac{Q}{G^2}+\kappa\right)e
=\frac{k^2-Q-\kappa G^2}{G^2+k^2}\,e .
$$

As $G\to0$ the exchange term drops out, and the factor becomes $(k^2-Q)/k^2$. At long wavelengths, which potential is mixed therefore affects stability as well as the intermediate potentials. This does not make the full-potential scheme stable at every $G$ in this model. As $G\to\infty$ its factor tends to $-\kappa$, and for $-\kappa>1$ it exceeds one when $G^2>Q/(-\kappa-1)$, whatever the value of $k$. Since $Q=4k_F^2(-\kappa)$, these wave numbers lie above $2k_F$, where a constant Thomas-Fermi $Q$ is not a reliable description of the response. The main values quoted for the slab and the separate checks are collected in the numerical output.

## Table of computed values

```
r_s = 4.0 bohr, slab thickness = 28.0 bohr
fixed well: depth 0.15 hartree, edge 1.0 bohr
background density = 0.003730 bohr^-3
k_F = 0.47979 bohr^-1, k_TF = 0.78159 bohr^-1
k_TF^2 = 0.61089 bohr^-2, k = 0.80 bohr^-1
cell length = 44.0 bohr, grid points = 99
iterations to change < 1e-10 hartree: screened 181, Kerker 181
largest gap between the two histories = 5.9e-14 hartree
lowest G = 0.14280 bohr^-1, Kerker factor there = 0.03088
first step at lowest G: v_out = 0.044960 hartree, v_new = 0.001388 hartree
after step 1: barrier screened -0.0027042, Kerker -0.0027042 hartree
after step 5: barrier screened -0.0001541, Kerker -0.0001541 hartree
after step 20: barrier screened 0.0062834, Kerker 0.0062834 hartree
after step 80: barrier screened 0.0085855, Kerker 0.0085855 hartree
converged electrostatic barrier = 0.008596 hartree = 0.2339 eV
vacuum-centre potential minus chemical potential = 0.04212 hartree
largest eigenvalue of Q = 0.62015 bohr^-2
error factor per step: observed 0.91459, from Jacobian 0.91459
last change, vacuum centre / slab centre = 3.20
cell of 52.0 bohr: error factor 0.95647, iterations 345
critical k of the slab = 0.53555 bohr^-1
error growth in 12 steps: k = 0.9 k_crit 60.728, k = 1.1 k_crit 0.0110
error growth in one step without preconditioner = 24.43
uniform gas, k = 0.5 bohr^-1: error factor -1.33468, formula -1.33468
uniform gas, k = 0.8 bohr^-1: error factor 0.04408, formula 0.04408
uniform-gas stability bound k_TF/sqrt(2) = 0.55267 bohr^-1
fresh exchange minus full-potential Kerker, largest = 0.006853 hartree
infinite line: v_old = 0.05 tanh(z/2), v_out = 0.12 erf(z) hartree
z = 0.7 bohr: v_old 0.016819, v_out 0.081336, v_new 0.050878 hartree
z = 3.0 bohr: v_old 0.045257, v_out 0.119997, v_new 0.052182 hartree
z = 25.0 bohr: v_old 0.050000, v_out 0.120000, v_new 0.050000 hartree
```
